# Herzfeld and Mott Densities for Hydrogenic Donors

A lightly doped semiconductor at low temperature is an insulator: each donor holds its electron in a wide orbit. An electric field displaces these electrons slightly, and together the displaced electrons raise the field acting on each donor above the average field. As the donor density \(n\) rises, this feedback grows, and in a simple model the dielectric constant diverges at a finite density, the Herzfeld density \(n_H\). A different argument, based on screening by mobile electrons, leads to the Mott density \(n_M\), taken here from the rule \(n_M^{1/3}a_B=0.26\). Here \(a_B\) is the effective Bohr radius of the donor. How far apart are the two densities?

## A quick estimate

A conducting sphere of radius \(R\) has polarizability volume \(R^3\). A donor with \(\alpha=4.5\,a_B^3\) therefore responds like a sphere of radius \(4.5^{1/3}a_B\approx1.65\,a_B\). Feedback becomes overwhelming when the nominal volume of these spheres equals the volume available:

\[
\frac{4\pi}{3}n_H\alpha=1 .
\]

At the Mott density the same product is

\[
\frac{4\pi}{3}(4.5)(0.26)^3\approx0.33 .
\]

The spheres then occupy one third of the volume, so \(n_H\) is about three times \(n_M\). It remains to derive the value 4.5, the condition for divergence and the role of the host crystal.

## Polarizability of one donor

Assume one isotropic parabolic band of mass \(m^*\), a continuous host of relative permittivity \(\varepsilon_h\), and a weak static field \(F\) along \(z\). Define

\[
K=\frac{\hbar^2}{2m^*},\qquad C=\frac{e^2}{4\pi\varepsilon_0\varepsilon_h},\qquad
a_B=\frac{2K}{C},\qquad \mathrm{Ry}^*=\frac{C^2}{4K}=\frac{C}{2a_B}.
\]

The electron has charge \(-e\), so its Hamiltonian is \(-K\nabla^2-C/r+eFz\). Measure length in \(a_B\), writing \(\mathbf r=a_B\mathbf s\), and energy in \(C/a_B\). Since \(K/a_B^2=C/(2a_B)\),

\[
H=-\tfrac12\nabla_s^2-\frac1s+f s_z,\qquad f=\frac{eFa_B^2}{C}.
\]

The unperturbed ground state is \(\psi_0=e^{-s}/\sqrt\pi\), with energy \(-1/2\). Its first-order energy shift vanishes by parity, so the first-order wave function obeys

\[
\left(-\tfrac12\nabla_s^2-\frac1s+\frac12\right)\psi_1=-f s_z\psi_0 .
\]

The right side has the angular form \(\cos\theta\). Put \(\psi_1=f\,h(s)e^{-s}\cos\theta/\sqrt\pi\). The Laplacian acting on \(g(s)\cos\theta\) gives \((g''+2g'/s-2g/s^2)\cos\theta\). With \(g=he^{-s}\), the terms in \(h\) and \(h/s\) cancel, leaving

\[
-\tfrac12h''+h'-\frac{h'}{s}+\frac{h}{s^2}=-s .
\]

Try \(h=-(As+Bs^2)\). The left side becomes \(2B-A-2Bs\), so \(B=1/2\) and \(A=1\). This solution is regular at the origin and decays at infinity. It is unique, because hydrogen has no \(p\) state at the ground-state energy. Thus

\[
\psi_1=-f\left(1+\frac s2\right)s_z\psi_0 .
\]

To first order, the mean displacement contains two equal cross terms. Spherical symmetry replaces \(s_z^2\) by \(s^2/3\):

\[
\langle s_z\rangle=2\langle\psi_0|s_z|\psi_1\rangle
=-\frac{2f}{3}\left(\langle s^2\rangle+\frac12\langle s^3\rangle\right).
\]

The moments follow from

\[
\langle s^k\rangle=4\int_0^\infty s^{k+2}e^{-2s}\,ds=\frac{4(k+2)!}{2^{k+3}},
\]

which gives \(\langle s^2\rangle=3\) and \(\langle s^3\rangle=15/2\). Hence \(\langle s_z\rangle=-\tfrac92f\). The dipole is

\[
p=-ea_B\langle s_z\rangle=\frac92\,\frac{e^2a_B^3}{C}F
=4\pi\varepsilon_0\varepsilon_h\,\alpha F,\qquad \alpha=\frac92a_B^3 .
\]

The factor \(\varepsilon_h\) belongs to the definition of \(\alpha\) in a host. The dipole \(p\) is that of the donor charge alone; the polarization of the host is already contained in \(\varepsilon_h\).

## The local field

Let \(P=np\) be the donor polarization and \(F\) the macroscopic field. Around one donor draw an imaginary sphere, still filled with host material. The polarized donors outside it leave a surface charge density \(-P\cos\theta\) on the sphere. Its field at the centre, screened by the host, is

\[
\frac{1}{4\pi\varepsilon_0\varepsilon_h}\int_0^\pi P\cos^2\theta\;2\pi\sin\theta\,d\theta
=\frac{P}{3\varepsilon_0\varepsilon_h}.
\]

Equal dipoles at lattice sites inside the sphere contribute in proportion to \(\sum(3z^2-r^2)/r^5\). On a cubic lattice the sums with \(x^2\), \(y^2\) and \(z^2\) are equal, so this contribution vanishes. Then

\[
F_{\rm loc}=F+\frac{P}{3\varepsilon_0\varepsilon_h}.
\]

Insert this field into \(P=4\pi\varepsilon_0\varepsilon_h n\alpha F_{\rm loc}\), and write \(x=4\pi n\alpha/3\):

\[
P=3\varepsilon_0\varepsilon_h xF+xP
\quad\Longrightarrow\quad
P=\frac{3\varepsilon_0\varepsilon_h x}{1-x}F .
\]

The total dielectric constant \(\varepsilon\) includes host and donors:

\[
\frac{\varepsilon}{\varepsilon_h}=1+\frac{P}{\varepsilon_0\varepsilon_hF}
=\frac{1+2x}{1-x}.
\]

For \(x\ll1\) this is \(1+3x\), the sum of independent donor responses. As \(x\to1\) it grows as \(3/(1-x)\).

The divergence is a loss of stiffness. At zero macroscopic field, the energy per donor of a uniform polarization is the cost of distorting the donor minus half its interaction with the local field:

\[
\frac{p^2}{8\pi\varepsilon_0\varepsilon_h\alpha}-\frac{np^2}{6\varepsilon_0\varepsilon_h}
=\frac{p^2}{8\pi\varepsilon_0\varepsilon_h\alpha}(1-x).
\]

Beyond \(x=1\) the unpolarized state is unstable against uniform polarization in this linear model. Non-uniform patterns can become unstable earlier: on a simple cubic lattice, columns of dipoles that alternate in direction do so at \(x\approx0.78\). The condition \(x=1\) therefore marks the divergence of the uniform response, not always the first instability. The model does not say whether the resulting state is a metal.

Setting \(x=1\) gives

\[
n_H=\frac{3}{4\pi(4.5)a_B^3}=0.0531\,a_B^{-3},\qquad n_H^{1/3}a_B=0.376 .
\]

The Mott rule gives \(n_M=0.26^3a_B^{-3}=0.0176\,a_B^{-3}\). Therefore

\[
\boxed{\frac{n_H}{n_M}=\frac{3}{4\pi(4.5)(0.26)^3}=3.02}
\]

Both densities scale as \(a_B^{-3}\), so the host parameters cancel. The factor three applies to density; the mean spacings \(n^{-1/3}\) differ by a factor of 1.45. At \(n_M\), where \(x=0.331\), the dielectric constant has risen to \(2.49\,\varepsilon_h\), still far from divergence. This is the value within the model. In doped semiconductors such as Si:P the measured dielectric constant diverges as the metal–insulator transition itself is approached, so \(n_M\) and \(n_H\) are two estimates of one transition and not two separate events.

The cubic arrangement matters. For a tetragonal lattice with \(c/a=1.2\), a lattice sum gives a local-field term 1.268 times the Lorentz value along \(a\) and 0.463 times along \(c\). The first divergence of the uniform response, along \(a\), then comes at \(3.02/1.268=2.38\) times the Mott density.

## What the Mott constant contributes

Since the ratio varies as the inverse cube of the Mott constant, a small relative change in that constant changes the ratio by three times as much. Constants of 0.24 and 0.28 give ratios of 3.84 and 2.42.

A simple screening argument shows where such a constant can come from. Consider a degenerate electron gas with two spin states and one valley. In the units above, its Fermi energy is \(\mu=k_F^2/2\) and its density is \(n=k_F^3/(3\pi^2)\). Thomas–Fermi screening has inverse length \(q\), with

\[
q^2=4\pi\frac{dn}{d\mu}=4\pi\frac{k_F^2/\pi^2}{k_F}=\frac{4k_F}{\pi}.
\]

Using \(k_F=(3\pi^2n)^{1/3}\) and restoring \(a_B\),

\[
n^{1/3}a_B=\frac{\pi q^2}{4(3\pi^2)^{1/3}} .
\]

If the transition is placed where the screening length equals \(a_B\), then \(q=1\) and the constant is 0.254, close to the adopted rule.

A stricter condition is that the screened attraction \(-e^{-qs}/s\) has just lost its last bound state. At zero energy the radial function \(u\), with \(t=qs\), satisfies

\[
\frac{d^2u}{dt^2}=-\frac{2}{q}\frac{e^{-t}}{t}u,\qquad u(0)=0,\qquad u'(\infty)=0 .
\]

The last condition holds because the tail of a bound state flattens as its binding energy tends to zero. Numerical solution gives \(q=1.19\). The constant becomes 0.360 and the ratio \(n_H/n_M\) falls to 1.14. The factor three thus belongs to the rule with 0.26 and is not a general separation between dielectric and screening estimates.

## Overlap and random positions

The point-dipole model requires donors that barely overlap. For two ground-state orbitals separated by \(R\), in units of \(a_B\), use coordinates \(\xi=(s_1+s_2)/R\) and \(\eta=(s_1-s_2)/R\), where \(s_1\) and \(s_2\) are the distances from the two donors. The volume element, integrated over azimuth, is \(2\pi(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\), so

\[
S=\frac{R^3}{4}\int_1^\infty d\xi\int_{-1}^{1}d\eta\,(\xi^2-\eta^2)e^{-R\xi}
=e^{-R}\left(1+R+\frac{R^2}{3}\right).
\]

At separation \(n^{-1/3}\) this gives \(S=0.21\) at the Mott density and 0.42 at the Herzfeld density. The overlap is appreciable at both densities, so neither the isolated-donor polarizability nor the point-dipole coupling is quantitatively reliable. For a single hydrogen-like pair in its singlet ground state at the Mott spacing, a two-electron calculation gives a response along the axis roughly 1.6 times the point-dipole value.

Real donors are also not placed on a cubic lattice. Two dipoles aligned along their separation \(R\), now a length, sustain each other when

\[
p=4\pi\varepsilon_0\varepsilon_h\alpha\,\frac{2p}{4\pi\varepsilon_0\varepsilon_hR^3},
\qquad\text{or}\qquad R^3=2\alpha .
\]

This distance is \(2.08\,a_B\). For uncorrelated positions, the probability that a donor has a neighbour within it is

\[
1-\exp\left(-\frac{4\pi}{3}n\,2\alpha\right)=1-e^{-2x},
\]

which is 0.48 at the Mott density. Nearly half the donors would already belong to a pair for which the point-dipole model breaks down. At such distances the orbitals overlap strongly, so this is a failure of the model and not evidence of spontaneous dipoles. The sharp density \(n_H\) is a mean-field estimate.

## Shallow donors in CdTe

CdTe has an \(s\)-like conduction band, which suits the isotropic model. Take the rough typical values \(m^*=0.10\,m_e\) and \(\varepsilon_h=10\). The Bohr radius is \(10/0.10=100\) times that of hydrogen, or 5.29 nm. The binding energy is \(0.10/10^2=10^{-3}\) times that of hydrogen, or 13.6 meV. With \(a_B=5.292\times10^{-7}\) cm,

\[
n_M=\frac{0.017576}{(5.292\times10^{-7}\,\mathrm{cm})^3}=1.19\times10^{17}\,\mathrm{cm^{-3}},
\]

\[
n_H=3.02\,n_M=3.58\times10^{17}\,\mathrm{cm^{-3}} .
\]

The corresponding spacings are 20.4 and 14.1 nm. At \(n_M\) the model dielectric constant is \(2.49\times10=24.9\).

Temperature is the first practical limit. Equating the conduction-electron density to the density of ionized donors, with two spin states per neutral donor and the binding energy held at 13.6 meV, gives an ionized fraction at \(n_M\) of \(5\times10^{-10}\) at 4.2 K, 0.20 at 77 K and 0.72 at 300 K. These figures treat the donors as isolated and count only their ground state; excited orbits are larger than the donor spacing and are left out. In a real crystal near \(n_M\) the activation energy falls towards zero, so the 4.2 K value in particular describes the model and not the material. Screening by the freed electrons weakens the binding and raises these fractions; a simple Debye-screening estimate gives about 0.4 at 77 K and 0.78 at 300 K. A device at room temperature therefore breaks the assumption of neutral donors: with the unscreened fraction and polarizability, the bound-donor contribution to \(x\) would fall from 0.33 to about \(0.28\times0.33=0.09\). Screening leaves fewer neutral donors but makes each one more polarizable, so the actual contribution may be larger. Free carriers dominate the static screening at long distances. The degenerate-gas argument also needs low temperature, since the Fermi energy at \(n_M\) is 8.8 meV while \(k_BT\) at 300 K is 25.9 meV.

The field must be small as well. On the downhill side the potential energy \(-C/r-eFr\) has its maximum, \(-2\sqrt{CeF}\), at \(r=\sqrt{C/(eF)}\). It reaches the unperturbed donor level when

\[
eF=\frac{(\mathrm{Ry}^*)^2}{4C}=\frac{\mathrm{Ry}^*}{8a_B},
\]

or \(F=0.0032\) MV/cm. This is the field at an isolated donor, and the barrier top then lies at \(r=4a_B\). At \(n_M\) the mean spacing is only \(3.85a_B\), so neighbouring donors alter the barrier and the estimate gives no more than an order of magnitude. With a local field \(1/(1-x)=1.50\) times the macroscopic one, it suggests keeping the macroscopic field well below about 0.002 MV/cm. This limit concerns only the barrier top. Tunnelling through the barrier is a tighter limit for a static field: with the same local-field factor, an isolated donor would lose its electron within microseconds at a macroscopic field of 0.001 MV/cm. Impact ionization by the few free electrons can also set in at lower fields.

The polar lattice adds a further uncertainty. The optical phonon energy, roughly 21 meV, is comparable with the binding energy, so the use of the static permittivity is not strictly justified. Replacing it throughout by a rough high-frequency value of 7 would multiply both densities by \((10/7)^3=2.9\) and leave their ratio unchanged. If the permittivity acting within a donor differed from the one acting between donors, the ratio would change as well. If 0.10 is the bare band mass, the lattice also makes the electron heavier. With wave number \(k\) in units of \(\sqrt{\hbar\omega/K}\), the second-order energy shift in units of the phonon energy \(\hbar\omega\) is

\[
-\frac{\alpha_F}{\pi}\int_0^\infty dq\int_{-1}^{1}\frac{dv}{q^2-2kqv+1}
=-\alpha_F\left(1+\frac{k^2}{6}+\cdots\right),
\]

where \(q\) is now the phonon wave number and \(\alpha_F\) is the Fröhlich coupling,

\[
\alpha_F=\frac{e^2}{4\pi\varepsilon_0}\left(\frac17-\frac1{10}\right)\frac{1}{2\sqrt{K\hbar\omega}}=0.345 .
\]
 The \(k^2\) term comes from \(4k^2q^2v^2/(q^2+1)^3\), with \(\int v^2dv=2/3\) and \(\int q^2dq/(q^2+1)^3=\pi/16\). For a slow electron the kinetic energy \(k^2\) becomes \(k^2(1-\alpha_F/6)\), and the mass rises by a factor of 1.06. Using this mass for the donor would raise both densities by a factor of 1.19. The slow-electron expansion might seem doubtful here, because the mean kinetic energy in the donor equals its binding energy and the mean \(k^2\) is about \(13.6/21=0.65\), which is not small. A free electron at that \(k^2\) is, however, a poor stand-in for the donor: it is approaching the threshold for phonon emission, while the bound electron cannot emit a phonon from its ground state. Evaluating the second-order shift directly for the bound state raises the binding energy and \(\langle 1/r\rangle\) by about 1.06 each, a density factor of 1.18, close to the slow-electron value.

Two other approximations are milder. The binding energy is 0.9% of a gap of roughly 1500 meV, which supports the parabolic band, and the Bohr radius is about eight lattice constants, which supports the continuous host. The remaining values are listed in the numerical output.

## Numbers as computed

```
Input effective mass (rough): 0.10 m_e
Input static host permittivity (rough): 10.0
Input high-frequency permittivity (rough): 7.0
Input optical phonon energy (rough): 21.0 meV
Input band gap (rough): 1500 meV
Input lattice constant (rough): 0.65 nm
Input Mott constant: 0.26
Polarizability volume, analytic: 4.5000 a_B^3
Polarizability volume, numerical: 4.5003 a_B^3
Herzfeld density: 0.05305 a_B^-3
Mott density: 0.017576 a_B^-3
Herzfeld n^(1/3) a_B: 0.3758
Density ratio Herzfeld/Mott: 3.0184
Spacing ratio Mott/Herzfeld: 1.4452
x at Mott density: 0.3313
eps/eps_h at Mott density: 2.4863
Local-field gain at Mott density: 1.4954
Density ratio if Mott constant is 0.24: 3.838
Density ratio if Mott constant is 0.25: 3.395
Density ratio if Mott constant is 0.28: 2.417
Mott constant from k_TF a_B = 1: 0.2539
Critical Yukawa screening k a_B: 1.1906
Mott constant from lost bound state: 0.3599
Density ratio from lost bound state: 1.138
Tetragonal c/a=1.2 Lorentz factor along a: 1.2684
Tetragonal c/a=1.2 Lorentz factor along c: 0.4632
CdTe effective Bohr radius: 5.292 nm
CdTe donor binding energy: 13.61 meV
CdTe polarizability volume: 666.8 nm^3
CdTe Mott density: 1.186e+17 cm^-3
CdTe Herzfeld density: 3.580e+17 cm^-3
CdTe spacing n^(-1/3) at Mott density: 20.35 nm
CdTe spacing n^(-1/3) at Herzfeld density: 14.08 nm
CdTe dielectric constant at Mott density: 24.86
Overlap at Mott spacing: 0.209
Overlap at Herzfeld spacing: 0.421
Pair divergence distance: 2.080 a_B
Random donors inside it at Mott density: 0.484
Ionized fraction at 4.2 K: 5.114e-10
Ionized fraction at 77.0 K: 2.027e-01
Ionized fraction at 300.0 K: 7.243e-01
Thermal energy at 300 K: 25.85 meV
Barrier-lowering field: 0.00321 MV/cm
Fermi energy at Mott density: 8.80 meV
Frohlich coupling: 0.345
Polaron mass factor: 1.061
Density factor from polaron mass: 1.194
Density factor if eps_fast replaces eps_h: 2.915
Binding energy / band gap: 0.0091
Bohr radius / lattice constant: 8.14
```
